# Outer radius and time step in Brownian escape from a Coulomb well: a program that tests the result

```python
"""Zero-field Brownian escape from a Coulomb well.

Result under test: a pair starting at r0 between absorbing spheres a and R
reaches R first with probability
    P = (W(r0) - W(a)) / (W(R) - W(a)),   W(r) = exp(-rc/r),
and the Onsager probability is W(r0) = P W(R) + (1-P) W(a).
rc: Onsager radius; D: relative diffusivity; lengths are in nm.
With x = ln(r/nm) and D dt = r^2 ds, the walk is
    dx = (1 - rc exp(-x)) ds + sqrt(2) dB.
h is the step in the dimensionless clock s.
If a physical sink stays at a, escape to infinity has probability
    q(r) = (W(r) - W(a)) / (1 - W(a)).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import ndtr

relative_permittivity = 4.0
temperature = 300.0
r_start, r_inner = 10.0, 3.0
outer_radii = (30.0, 60.0, 120.0)
step = 0.005
rng = np.random.default_rng(24681)

thermal_energy = const.k * temperature
rc = const.e**2 / (4 * np.pi * const.epsilon_0 * relative_permittivity
                   * thermal_energy) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def onsager(r):
    return np.exp(-rc / r)


def exit_formula(r, inner, outer):
    return (onsager(r) - onsager(inner)) / (onsager(outer) - onsager(inner))


def sink_escape(r, inner):
    return (onsager(r) - onsager(inner)) / (1 - onsager(inner))


def standard_error(p, n):
    return np.sqrt(p * (1 - p) / n)


def log_walk(start, inner, outer, n_paths, h):
    """Fraction reaching outer first, and mean number of steps per path."""
    low, high = np.log(inner), np.log(outer)
    x = np.full(n_paths, np.log(start))
    escaped = total_steps = 0
    while x.size:
        total_steps += x.size
        y = (x + (1 - rc * np.exp(-x)) * h
             + np.sqrt(2 * h) * rng.standard_normal(x.size))
        u = rng.random(x.size)
        # For an endpoint outside a barrier the expression exceeds one,
        # so the same comparison also records a direct crossing.
        up = u < np.exp(-(high - x) * (high - y) / h)
        down = u > 1 - np.exp(-(x - low) * (y - low) / h)
        escaped += np.count_nonzero(up)
        x = y[~(up | down)]
    return escaped / n_paths, total_steps / n_paths


def chain_solution(start, inner, outer, h, bridge, n_nodes=400):
    """Exit probability of the discrete walk, without random sampling."""
    low, high = np.log(inner), np.log(outer)
    z, weights = np.polynomial.legendre.leggauss(n_nodes)
    nodes = 0.5 * (high + low) + 0.5 * (high - low) * z
    weights = 0.5 * (high - low) * weights

    def transition(x):
        x = np.atleast_1d(x)[:, None]
        mean = x + (1 - rc * np.exp(-x)) * h
        density = np.exp(-(nodes - mean)**2 / (4 * h))
        density *= weights / np.sqrt(4 * np.pi * h)
        cross_low = cross_high = np.zeros_like(density)
        if bridge:
            cross_low = np.exp(-(x - low) * (nodes - low) / h)
            cross_high = np.exp(-(high - x) * (high - nodes) / h)
        survive = density * (1 - cross_low - cross_high)
        gain = (density * cross_high).sum(axis=1)
        gain += ndtr((mean[:, 0] - high) / np.sqrt(2 * h))
        return survive, gain

    survive, gain = transition(nodes)
    p_nodes = np.linalg.solve(np.eye(n_nodes) - survive, gain)
    row, first_gain = transition(np.log(start))
    p_start = (row @ p_nodes + first_gain)[0]
    exact = exit_formula(np.exp(nodes), inner, outer)
    return p_start, np.max(np.abs(p_nodes - exact))


def cartesian_walk(start, inner, outer, n_paths, d_dt):
    """Three-dimensional walk with fixed D*dt in nm^2; endpoint checks."""
    pos = np.zeros((n_paths, 3))
    pos[:, 0] = start
    r = np.full(n_paths, start)
    escaped = 0
    while r.size:
        pos = (pos * (1 - rc * d_dt / r**3)[:, None]
               + np.sqrt(2 * d_dt) * rng.standard_normal(pos.shape))
        r = np.sqrt(np.einsum("ij,ij->i", pos, pos))
        escaped += np.count_nonzero(r >= outer)
        alive = (r > inner) & (r < outer)
        if not alive.all():
            pos, r = pos[alive], r[alive]
    return escaped / n_paths


# Backward equation in Cartesian coordinates, at generic points.
X, Y, Z, C = sp.symbols("X Y Z C", positive=True)
distance = sp.sqrt(X**2 + Y**2 + Z**2)
trial = sp.exp(-C / distance)
residual = sum(sp.diff(trial, v, 2) - C * v * sp.diff(trial, v) / distance**3
               for v in (X, Y, Z))
for point in ((1, 2, 3, 4), (2, 1, 5, 7)):
    value = residual.subs(dict(zip((X, Y, Z, C), point))).evalf(30)
    assert abs(value) < 1e-20

w_start, w_inner = onsager(r_start), onsager(r_inner)
print(f"relative permittivity = {relative_permittivity:.1f}")
print(f"temperature = {temperature:.1f} K")
print(f"thermal energy = {thermal_energy / const.e * 1000:.3f} meV")
print(f"Onsager radius rc = {rc:.4f} nm = {rc / bohr_nm:.2f} bohr")
print(f"start r0 = {r_start:.1f} nm, inner a = {r_inner:.1f} nm")
print(f"Onsager W(r0) = {w_start:.5f}")
print(f"W(a) = {w_inner:.5f}")
print(f"finite-sink escape q(r0) = {sink_escape(r_start, r_inner):.5f}")

# Time-step error of the discrete walk.
middle = outer_radii[1]
errors = {}
print(f"time-step study at R = {middle:.0f} nm:")
for bridge in (True, False):
    name = "bridge" if bridge else "endpoint"
    for h in (0.01, 0.005):
        p_chain, largest = chain_solution(r_start, r_inner, middle, h, bridge)
        errors[bridge, h] = largest
        bias = p_chain - exit_formula(r_start, r_inner, middle)
        print(f" {name} h={h:.3f}: P={p_chain:.6f},"
              f" bias={bias:+.2e}, max error={largest:.2e}")
    ratio = errors[bridge, 0.01] / errors[bridge, 0.005]
    print(f" {name} max-error ratio on halving h = {ratio:.3f}")
    if bridge:
        assert 1.7 < ratio < 2.4
    else:
        assert 1.3 < ratio < 1.5
assert errors[True, 0.005] < 0.1 * errors[False, 0.005]

# Main simulation. The 0.001 allowance covers the time-step bias.
n_main = 100000
print(f"main walks: N = {n_main} per radius, h = {step:.3f}")
for outer in outer_radii:
    p_raw, mean_steps = log_walk(r_start, r_inner, outer, n_main, step)
    se_raw = standard_error(p_raw, n_main)
    p_exact = exit_formula(r_start, r_inner, outer)
    corrected = p_raw * onsager(outer) + (1 - p_raw) * w_inner
    se_corrected = se_raw * (onsager(outer) - w_inner)
    print(f"R = {outer:.0f} nm: W(R)={onsager(outer):.5f},"
          f" mean steps={mean_steps:.1f}")
    print(f" raw P={p_raw:.5f} +/- {se_raw:.5f}, formula={p_exact:.5f}")
    print(f" corrected W={corrected:.5f} +/- {se_corrected:.5f},"
          f" raw excess={100 * (p_raw / w_start - 1):.1f} %")
    assert abs(p_raw - p_exact) < 4 * se_raw + 0.001
    assert abs(corrected - w_start) < 4 * se_corrected + 0.001
    assert abs(p_raw - w_start) > 10 * se_raw
    if outer == middle:
        p_middle, se_middle = p_raw, se_raw
        p_chain, _ = chain_solution(r_start, r_inner, outer, step, True)
        assert abs(p_raw - p_chain) < 4 * se_raw

# Direct verification: distant outer sphere, small sink, no correction.
far, tiny, n_direct = 1000 * rc, rc / 10, 40000
p_direct, direct_steps = log_walk(r_start, tiny, far, n_direct, step)
se_direct = standard_error(p_direct, n_direct)
print(f"direct run: a = {tiny:.4f} nm, R = {far:.1f} nm, N = {n_direct}")
print(f" uncorrected P = {p_direct:.5f} +/- {se_direct:.5f},"
      f" mean steps = {direct_steps:.1f}")
assert abs(p_direct - w_start) < 4 * se_direct + 0.001

# Outer return factor measured by a separate run started at R.
n_return = 20000
q_run, _ = log_walk(middle, r_inner, far, n_return, step)
se_q = standard_error(q_run, n_return)
q_exact = sink_escape(middle, r_inner)
product = p_middle * q_run
se_product = np.hypot(q_run * se_middle, p_middle * se_q)
print(f"outer factor from R = {middle:.0f} nm, N = {n_return}:")
print(f" simulated q(R) = {q_run:.5f} +/- {se_q:.5f}, formula={q_exact:.5f}")
print(f" product P q(R) = {product:.5f} +/- {se_product:.5f}")
# The remote sphere at 1000 rc changes q by about one part in a thousand.
assert abs(q_run - q_exact) < 4 * se_q + 0.002
assert abs(product - sink_escape(r_start, r_inner)) < 4 * se_product + 0.001

# Fixed physical time step in three dimensions.
n_cart, d_dt, cart_outer = 4000, 0.03, outer_radii[0]
p_cart = cartesian_walk(r_start, r_inner, cart_outer, n_cart, d_dt)
se_cart = standard_error(p_cart, n_cart)
cart_exact = exit_formula(r_start, r_inner, cart_outer)
print(f"3D walk: R = {cart_outer:.0f} nm, N = {n_cart}, D dt = {d_dt:.2f} nm^2")
print(f" P = {p_cart:.4f} +/- {se_cart:.4f}, formula = {cart_exact:.4f}")
# Endpoint checks displace the absorbing spheres by a fraction of one step.
assert abs(p_cart - cart_exact) < 4 * se_cart + 0.004

print("PASS")
```

It prints:

```
relative permittivity = 4.0
temperature = 300.0 K
thermal energy = 25.852 meV
Onsager radius rc = 13.9251 nm = 263.15 bohr
start r0 = 10.0 nm, inner a = 3.0 nm
Onsager W(r0) = 0.24845
W(a) = 0.00964
finite-sink escape q(r0) = 0.24113
time-step study at R = 60 nm:
 bridge h=0.010: P=0.305416, bias=+5.15e-04, max error=9.07e-04
 bridge h=0.005: P=0.305173, bias=+2.72e-04, max error=4.61e-04
 bridge max-error ratio on halving h = 1.968
 endpoint h=0.010: P=0.302580, bias=-2.32e-03, max error=2.21e-02
 endpoint h=0.005: P=0.303204, bias=-1.70e-03, max error=1.59e-02
 endpoint max-error ratio on halving h = 1.389
main walks: N = 100000 per radius, h = 0.005
R = 30 nm: W(R)=0.62866, mean steps=96.8
 raw P=0.38580 +/- 0.00154, formula=0.38579
 corrected W=0.24846 +/- 0.00095, raw excess=55.3 %
R = 60 nm: W(R)=0.79288, mean steps=138.6
 raw P=0.30564 +/- 0.00146, formula=0.30490
 corrected W=0.24903 +/- 0.00114, raw excess=23.0 %
R = 120 nm: W(R)=0.89044, mean steps=177.4
 raw P=0.27241 +/- 0.00141, formula=0.27113
 corrected W=0.24958 +/- 0.00124, raw excess=9.6 %
direct run: a = 1.3925 nm, R = 13925.1 nm, N = 40000
 uncorrected P = 0.24895 +/- 0.00216, mean steps = 447.1
outer factor from R = 60 nm, N = 20000:
 simulated q(R) = 0.79335 +/- 0.00286, formula=0.79086
 product P q(R) = 0.24248 +/- 0.00145
3D walk: R = 30 nm, N = 4000, D dt = 0.03 nm^2
 P = 0.3822 +/- 0.0077, formula = 0.3858
PASS
```
